# Backscattering on a helical Dirac surface with a perpendicular exchange mass

## Problem

The electrons on one surface of a thick topological insulator are described by

$$H(\mathbf k;m)=\hbar v\,(k_x\sigma_y-k_y\sigma_x)+m\,\sigma_z .$$

The wave vector $\mathbf k$ is measured from the Dirac point, $v$ is the Dirac velocity, and the Pauli matrices act on the electron spin. The term $m\sigma_z$ comes from a uniform magnetization along the surface normal; $m$ is an energy, called the exchange mass. Energies $E$ are measured from the middle of the gap.

A weak scalar impurity, one whose potential does not act on spin, scatters an electron elastically from $\mathbf k$ to $-\mathbf k$ within one band. To lowest order in the potential, the rate contains the spin factor $|\langle-\mathbf k|\mathbf k\rangle|^2$, where the kets are normalized spinors.

(a) Find this factor for $\mathbf k\neq0$.

(b) Find the corresponding factor for a turn through any angle $\theta$.

(c) For short-range scalar impurities, find how the mass changes the surface conductivity.

Evaluate the results for $\hbar v=330$ meV nm, $m=25$ meV and $E=100$ meV.

## A tempting wrong solution to (a)

Time reversal turns $\mathbf k$ into $-\mathbf k$ and reverses the spin. On spinors it acts as $\Theta=i\sigma_yK$, where $K$ is complex conjugation:

$$|\mathbf k\rangle=\begin{pmatrix}a\\b\end{pmatrix},\qquad
\Theta|\mathbf k\rangle=\begin{pmatrix}b^*\\-a^*\end{pmatrix}.$$

The energy is the same at $\mathbf k$ and $-\mathbf k$, so one takes $\Theta|\mathbf k\rangle$ as the state at $-\mathbf k$. Its overlap with the initial state is

$$\langle\mathbf k|\Theta\mathbf k\rangle=a^*b^*-b^*a^*=0 .$$

The conclusion would be that exact backscattering stays forbidden for every $m$.

## Where it fails

The orthogonality is correct. The fault is the claim that $\Theta|\mathbf k\rangle$ is an eigenstate of the same surface. Time reversal changes the sign of all three Pauli matrices, so

$$\Theta H(\mathbf k;m)\Theta^{-1}
=-\hbar v(k_x\sigma_y-k_y\sigma_x)-m\sigma_z
=H(-\mathbf k;-m).$$

The reversed spinor belongs to a surface with the opposite magnetization. On the actual surface,

$$H(-\mathbf k;m)=H(-\mathbf k;-m)+2m\sigma_z,$$

and therefore

$$H(-\mathbf k;m)\,\Theta|\mathbf k\rangle
=E\,\Theta|\mathbf k\rangle+2m\,\sigma_z\Theta|\mathbf k\rangle .$$

For $\mathbf k\ne0$ both components of the spinor are nonzero, so $\sigma_z$ does not return a multiple of it. The last term spoils the eigenvalue equation unless $m=0$. Equal energies at $\mathbf k$ and $-\mathbf k$ do not show that time reversal connects the two states.

## Right solution to (a)

First find the energy. Different Pauli matrices anticommute, so all cross terms in $H^2$ cancel:

$$H^2=(\hbar v)^2(k_x^2+k_y^2)+m^2,\qquad
E^2=(\hbar vk)^2+m^2 .$$

Next find an operation that reverses $\mathbf k$ but keeps $m$. Since $\sigma_z\sigma_x\sigma_z=-\sigma_x$ and $\sigma_z\sigma_y\sigma_z=-\sigma_y$,

$$\sigma_zH(\mathbf k;m)\sigma_z=H(-\mathbf k;m).$$

Thus $\sigma_z|\mathbf k\rangle$ is an eigenstate at $-\mathbf k$ with the same energy. The two levels at each $\mathbf k$, $+|E|$ and $-|E|$, are distinct, so this state is unique up to a phase:

$$|-\mathbf k\rangle=e^{i\alpha}\sigma_z|\mathbf k\rangle,\qquad
|\langle-\mathbf k|\mathbf k\rangle|=|\langle\mathbf k|\sigma_z|\mathbf k\rangle| .$$

The overlap is the normal component of the spin. To find it, note that the in-plane part of $H$ anticommutes with $\sigma_z$, while $\sigma_z^2=1$. Hence

$$H\sigma_z+\sigma_zH=2m .$$

Take the expectation value in $|\mathbf k\rangle$. In each term on the left, $H$ acts on an eigenstate and gives $E$:

$$2E\langle\sigma_z\rangle=2m,\qquad \langle\sigma_z\rangle=\frac mE .$$

The required factor is

$$\boxed{|\langle-\mathbf k|\mathbf k\rangle|^2=\frac{m^2}{E^2}
=\frac{m^2}{(\hbar vk)^2+m^2}}$$

It holds for both bands and both signs of $m$. At $m=0$ it vanishes, and there the tempting argument is valid. For $\hbar vk\gg|m|$ it falls as $(m/\hbar vk)^2$. For $m\ne0$ it tends to 1 as $k\to0$, because both spins then point along the normal.

In terms of spin, reversing $\mathbf k$ reverses the in-plane component and leaves the normal component unchanged. The two spins are no longer opposite, so the spinors are no longer orthogonal.

Broken time reversal is not sufficient by itself. A uniform in-plane exchange term $b\sigma_x$ also breaks it, but

$$-\hbar vk_y\sigma_x+b\sigma_x=-\hbar v\left(k_y-\frac{b}{\hbar v}\right)\sigma_x .$$

In this linear model the term just moves the Dirac point. For two states on opposite sides of the moved point, the factor is still $m^2/E^2$, and it vanishes if $m=0$.

The type of impurity also matters. If its potential is proportional to $\sigma_z$, the spin factor for reversal is

$$|\langle-\mathbf k|\sigma_z|\mathbf k\rangle|^2
=|\langle\mathbf k|\sigma_z\sigma_z|\mathbf k\rangle|^2=1,$$

whatever the value of $m$.

## Solution to (b)

Take the upper band and let $\mathbf k$ make an angle $\phi$ with the $x$ axis. Define $\beta$ by $\cos\beta=m/E$ and $\sin\beta=\hbar vk/E$. Then

$$\frac HE=\begin{pmatrix}\cos\beta&-ie^{-i\phi}\sin\beta\\ ie^{i\phi}\sin\beta&-\cos\beta\end{pmatrix},\qquad
|\phi\rangle=\begin{pmatrix}\cos(\beta/2)\\ ie^{i\phi}\sin(\beta/2)\end{pmatrix}.$$

To check the spinor, multiply it by the matrix. The first row gives

$$\cos\beta\cos\tfrac\beta2+\sin\beta\sin\tfrac\beta2=\cos\tfrac\beta2,$$

and the second gives

$$ie^{i\phi}\left(\sin\beta\cos\tfrac\beta2-\cos\beta\sin\tfrac\beta2\right)=ie^{i\phi}\sin\tfrac\beta2 .$$

The eigenvalue of $H/E$ is therefore 1. After a turn through $\theta$,

$$\langle\phi+\theta|\phi\rangle=\cos^2\tfrac\beta2+e^{-i\theta}\sin^2\tfrac\beta2 .$$

Its squared magnitude is

$$F(\theta)=\cos^4\tfrac\beta2+\sin^4\tfrac\beta2
+2\cos^2\tfrac\beta2\sin^2\tfrac\beta2\cos\theta .$$

Now use $\cos^4(\beta/2)+\sin^4(\beta/2)=1-\tfrac12\sin^2\beta$ and $2\cos^2(\beta/2)\sin^2(\beta/2)=\tfrac12\sin^2\beta$:

$$F(\theta)=1-\tfrac12\sin^2\beta\,(1-\cos\theta)
=\cos^2\tfrac\theta2+\frac{m^2}{E^2}\sin^2\tfrac\theta2 .$$

At $\theta=\pi$ this returns the result of (a). At $m=0$ exact reversal is forbidden, but a turn through $90^\circ$ still has the factor $1/2$. A massless helical surface therefore has resistance from scalar impurities.

## Solution to (c)

Assume weak, randomly placed short-range impurities, lowest-order scattering and no skew scattering. Their strength and density are held fixed as $m$ changes. Write $c=m/E$ and

$$F(\theta)=\frac{1+c^2}{2}+\frac{1-c^2}{2}\cos\theta .$$

The total scattering rate is $1/\tau=\Gamma\langle F\rangle$. The brackets are an average over $\theta$, and $\Gamma$ is proportional to the density of states. An electric field along $x$ produces a deviation of the occupation proportional to $\cos\phi$. Scattering through $\theta$ lowers this in proportion to

$$\cos\phi-\cos(\phi+\theta)=\cos\phi(1-\cos\theta)+\sin\phi\sin\theta .$$

The last term averages to zero because $F$ is even in $\theta$. The transport rate therefore carries the weight $1-\cos\theta$. With $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=1/2$,

$$\frac1\tau=\Gamma\,\frac{1+c^2}{2},\qquad
\frac1{\tau_{\rm tr}}=\Gamma\left(\frac{1+c^2}{2}-\frac{1-c^2}{4}\right)
=\Gamma\,\frac{1+3c^2}{4}.$$

Differentiating $E^2=(\hbar vk)^2+m^2$ gives $dE/dk=(\hbar v)^2k/E$. The density of states and group velocity are

$$N=\frac{k}{2\pi\,dE/dk}=\frac{E}{2\pi(\hbar v)^2},\qquad
v_g=\frac1\hbar\frac{dE}{dk}=v\sqrt{1-c^2}.$$

At fixed $E$, neither $N$ nor $\Gamma$ depends on $m$. The conductivity $\sigma=\tfrac12e^2Nv_g^2\tau_{\rm tr}$ then gives

$$\frac{\sigma(m)}{\sigma(0)}=\frac{1-c^2}{1+3c^2}.$$

At $m=0$, $N$ grows as $E$ and $\tau_{\rm tr}$ falls as $1/E$, so $\sigma(0)$ does not depend on energy in this model. The ratio is therefore the same if the carrier density, rather than $E$, is held fixed, with $c$ taken in the massive state.

For small $c$ the ratio is approximately $1-4c^2$: the velocity contributes $c^2$ to the loss and the scattering $3c^2$. Near the band edge the formula tends to zero, but there $k\to0$ and the weak-scattering description fails.

## Numbers

The in-plane energy is $\sqrt{100^2-25^2}=96.8$ meV, so $k=96.8/330=0.293$ nm$^{-1}$. With $m/E=0.25$, each spin lies $75.5^\circ$ from the normal, and

$$|\langle-\mathbf k|\mathbf k\rangle|^2=0.25^2=0.0625 .$$

This is one sixteenth of the forward spin factor; it is not the probability that an electron turns back. At $90^\circ$ the mass raises the factor from 0.500 to 0.531, and at $120^\circ$ from 0.250 to 0.297.

The conductivity ratio is $0.9375/1.1875=0.79$, a loss of 21% relative to the massless surface. The velocity supplies a factor 0.94 and the scattering $1/1.1875=0.84$. At the same $E$, a mass of 10 meV gives a reversal factor of 0.01 and a conductivity ratio of 0.96; a mass of 50 meV gives 0.25 and 0.43.

## How far the model carries

The parameters are rough values in the regime of a magnetically doped Bi$_2$Se$_3$ surface at low temperature, here 10 K. The mass is a generous choice, since it means a gap of 50 meV. Of the corrections sized here, band curvature is the largest. Adding $\hbar^2k^2/2m^*$, with $m^*$ taken as 0.25 electron masses, leaves the spinors at each $\mathbf k$ unchanged but lowers $k$ at fixed energy. Solving numerically for $k$ at 100 meV gives 0.261 nm$^{-1}$ and a curvature energy of 10.4 meV. The Dirac part of the energy is then 89.6 meV, and the factor becomes $(25/89.6)^2=0.078$, about 24% above the linear result. Curvature also changes the group velocity. With both changes included, the conductivity loss caused by the mass is about 25% at fixed energy and 24% at fixed carrier density, instead of 21%.

Hexagonal warping adds $\lambda(k_x^3-3k_xk_y^2)\sigma_z$. For $\lambda$ of about 130 meV nm$^3$, numerical diagonalization with both states at 100 meV gives factors between 0.0621 and 0.0625, depending on direction. Averaging $m^2/E^2$ over the thermal window at 10 K raises it by less than 0.1%. An assumed path of 50 nm between collisions gives an energy width $\hbar/\tau=\hbar v_g/(50\ \text{nm})=6.4$ meV; across that width the factor runs from 0.067 to 0.059. If 50 nm is instead the transport mean free path $v_g\tau_{\rm tr}$, the width is larger by $\tau_{\rm tr}/\tau=1.79$, about 11 meV, and the factor runs from 0.070 to 0.056.

Other departures can matter more for a conductor. The conductivity ratio in (c) holds for short-range impurities only. Charged impurities scatter mainly through small angles. For Thomas–Fermi screened charges in the surface plane, with an effective dielectric constant between 5 and 50, the loss in the linear model is 18–19% at fixed energy and 12–14% at fixed carrier density, so the two comparisons no longer agree. If the Fermi level lies in the bulk conduction band, taken here as roughly 200 meV above the Dirac point, bulk carriers share the current and the surface ratio does not describe the film. Magnetic dopants can also scatter through $\sigma_z$, for which reversal has spin factor 1; the 21% loss leaves this out. The example assumes a magnetized surface at 10 K, so it is not a forecast for a conductor at room temperature.

Numerical values quoted here were computed with a short program.
